# The Hop Rate of an Adatom on a Crystal Surface: a program that tests the result

```python
# Result under test: an adatom with barrier E and total prefactor nu0 hops at
# the mean rate Gamma = nu0*exp(-E/kT), about 4e4 per second for E = 0.50 eV,
# nu0 = 1e13 per second (sum over four exits) and T = 300 K.
# Test potential: V = (E/2)*(2 - cos(2 pi x/a) - cos(2 pi y/a)), a = hop length.
# m = adatom mass, nu = vibration frequency in one direction, kT = thermal energy.
# Internal calculations use SI units; printed values carry their own units.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import expm_multiply

eV, kB, hbar = const.e, const.k, const.hbar
barrier = 0.50 * eV
prefactor = 1.0e13
temperature = 300.0
hop_length = 0.25e-9
copper_mass = 63.5 * const.atomic_mass      # rough atomic mass


def arrhenius(energy, temp):
    return prefactor * np.exp(-energy / (kB * temp))


kT = kB * temperature
rate = arrhenius(barrier, temperature)
nu = prefactor / 4
omega = 2 * np.pi * nu
mass = barrier / (2 * hop_length**2 * nu**2)
copper_prefactor = 4 * np.sqrt(barrier / (2 * copper_mass)) / hop_length


# Classical escape flux from its definition, integrated over the whole cell.
def flux_rate(temp):
    thermal = kB * temp
    points = 240
    s = np.arange(points) / points - 0.5
    wave = 0.5 * barrier * (1 - np.cos(2 * np.pi * s))
    cell = np.exp(-(wave[:, None] + wave[None, :]) / thermal)
    area_integral = cell.mean() * hop_length**2
    edge_integral = np.exp(-(barrier + wave) / thermal).mean() * hop_length
    mean_u = quad(lambda u: u * np.exp(-u*u/2) / np.sqrt(2*np.pi), 0, np.inf)[0]
    one_way_speed = mean_u * np.sqrt(thermal / mass)
    return 4 * one_way_speed * edge_integral / area_integral


full_rate = flux_rate(temperature)
anharmonic_ratio = full_rate / rate
cold_ratio = flux_rate(150.0) / arrhenius(barrier, 150.0)
assert 3.5e4 < full_rate < 4.5e4
assert abs(anharmonic_ratio - 1) < 0.02
assert abs(cold_ratio - 1) < 0.6 * abs(anharmonic_ratio - 1)
assert abs((1 - anharmonic_ratio) / (kT / (4 * barrier)) - 1) < 0.1
t_low, t_high = 299.0, 301.0
slope_energy = -(np.log(flux_rate(t_high)) - np.log(flux_rate(t_low))) / (
    1 / (kB * t_high) - 1 / (kB * t_low))
assert abs(slope_energy / eV - 0.50) < 0.001

# Hop counting: master equation for the number of hops, mean count 10.
count_time = 10.0 / rate
states = 80
birth = (np.diag(-rate * np.ones(states))
         + np.diag(rate * np.ones(states - 1), -1))
count_prob = expm(birth * count_time)[:, 0]
n = np.arange(states)
mean_count = n @ count_prob
variance = (n**2) @ count_prob - mean_count**2
assert abs(mean_count - rate * count_time) < 1e-6
assert abs(variance - rate * count_time) < 1e-6
mean_wait = quad(lambda t: expm(birth[:1, :1] * t / rate)[0, 0], 0, 40)[0] / rate
assert abs(mean_wait * rate - 1) < 1e-6

# Random walk on a square lattice: mean square displacement from probabilities.
sites = 41
axis = np.arange(sites) - sites // 2
line = diags([np.ones(sites - 1), -2*np.ones(sites), np.ones(sites - 1)],
             [-1, 0, 1])
eye = identity(sites)
walk = (rate / 4) * (kron(line, eye) + kron(eye, line))
start = np.zeros(sites**2)
start[sites**2 // 2] = 1
walk_time = 5.0 / rate
prob = expm_multiply((walk * walk_time).tocsc(), start).reshape(sites, sites)
msd = hop_length**2 * np.sum(prob * (axis[:, None]**2 + axis[None, :]**2))
diffusion = rate * hop_length**2 / 4
assert abs(msd / (4 * diffusion * walk_time) - 1) < 1e-6

# Quantum well: diagonalize one periodic cell and compare partition functions.
q = np.arange(-150, 151)
kinetic = (hbar * 2 * np.pi * q / hop_length)**2 / (2 * mass)
hamiltonian = np.diag(kinetic + barrier / 2)
hamiltonian -= barrier / 4 * (np.eye(len(q), k=1) + np.eye(len(q), k=-1))
levels = np.linalg.eigvalsh(hamiltonian / kT)
quantum_z = np.exp(-levels).sum()
s = np.arange(400) / 400
classical_z = (np.sqrt(2 * np.pi * mass * kT) / const.h * hop_length
               * np.exp(-barrier / (2*kT) * (1 - np.cos(2*np.pi*s))).mean())
half = hbar * omega / (2 * kT)
well_factor = np.sinh(half) / half
assert abs(classical_z / quantum_z - well_factor) < 6e-4  # cosine is anharmonic


# Tunnelling: thermal average of the parabolic-barrier transmission.
def transmitted(e):
    return np.exp(-e) / (1 + np.exp(-np.pi * e / half))


tunnel_factor = half / np.sin(half)
tunnel_numeric = quad(transmitted, -12, 0)[0] + quad(transmitted, 0, 40)[0]
assert abs(tunnel_numeric - tunnel_factor) < 1e-6
quantum_factor = well_factor * tunnel_factor


# Friction: thermal trajectories released at the saddle, one-dimensional cosine.
def escape_fraction(friction, duration, seed):
    rng = np.random.default_rng(seed)
    runs, dt = 15000, 5e-15
    v_thermal = np.sqrt(kT / mass)
    speed = v_thermal * np.sqrt(-2 * np.log(1 - rng.random(runs)))
    v = np.concatenate([speed, -speed])
    x = np.full(2 * runs, hop_length / 2)
    wave_number = 2 * np.pi / hop_length
    push = -barrier * wave_number / (2 * mass)
    keep = np.exp(-friction * dt)
    kick = v_thermal * np.sqrt(1 - keep**2)
    acc = push * np.sin(wave_number * x)
    for _ in range(int(round(duration / dt))):
        v += 0.5 * dt * acc
        x += 0.5 * dt * v
        v = keep * v + kick * rng.standard_normal(2 * runs)
        x += 0.5 * dt * v
        acc = push * np.sin(wave_number * x)
        v += 0.5 * dt * acc
    well = np.rint(x / hop_length).astype(int)
    home = well == 0
    fraction = home[runs:].mean() - home[:runs].mean()
    far = np.mean((well[:runs] != 0) & (well[:runs] != 1))
    error = np.sqrt((home[runs:].var() + home[:runs].var()) / runs)
    return fraction, error, far


friction = 1.0e12
kept, kept_error, far_share = escape_fraction(friction, 8e-12, 1)
kept_mid, _, far_mid = escape_fraction(3e12, 6e-12, 2)
strong = 2.0e13
kept_strong, _, _ = escape_fraction(strong, 3e-12, 3)
g = strong / (2 * omega)
kramers = np.sqrt(1 + g*g) - g
assert abs(kept_strong - kramers) < 0.05   # sampling and cosine anharmonicity
assert 0.7 < kept < 1
assert kept_mid > kept + 0.01
assert far_mid < far_share

print(f"barrier: {barrier/eV:.2f} eV")
print(f"total prefactor: {prefactor:.1e} 1/s")
print(f"temperature: {temperature:.0f} K")
print(f"hop length: {hop_length*1e9:.2f} nm")
print(f"Boltzmann constant: {kB/eV:.6e} eV/K")
print(f"thermal energy kT: {kT/eV:.6f} eV")
print(f"barrier / kT: {barrier/kT:.4f}")
print(f"Boltzmann factor: {np.exp(-barrier/kT):.4e}")
print(f"hop rate, all directions: {rate:.4e} 1/s")
print(f"hop rate, one direction: {rate/4:.4e} 1/s")
print(f"total rate if prefactor is per direction: {4*rate:.4e} 1/s")
print(f"mean wait between hops: {mean_wait*1e6:.2f} microseconds")
print(f"standard deviation of hops in 1 s: {np.sqrt(rate):.1f}")
print(f"diffusion coefficient: {diffusion*1e4:.3e} cm2/s")
print(f"rms displacement in 1 s: {np.sqrt(4*diffusion)*1e9:.1f} nm")
print(f"frequency in one direction: {nu:.2e} 1/s")
print(f"mass implied by cosine model: {mass/const.atomic_mass:.1f} u")
print(f"rough copper mass: {copper_mass/const.atomic_mass:.1f} u")
print(f"total prefactor for copper mass: {copper_prefactor:.3e} 1/s")
print(f"integrated classical flux rate: {full_rate:.4e} 1/s")
print(f"integrated flux / harmonic rate: {anharmonic_ratio:.4f}")
print(f"same ratio at 150 K: {cold_ratio:.4f}")
print(f"barrier from temperature slope: {slope_energy/eV:.4f} eV")
print(f"vibration quantum: {hbar*omega/eV*1e3:.2f} meV")
print(f"zero-point factor of well: {well_factor:.4f}")
print(f"tunnelling factor: {tunnel_factor:.4f}")
print(f"combined quantum factor: {quantum_factor:.4f}")
print(f"assumed friction rate: {friction:.1e} 1/s")
print(f"escape fraction with friction: {kept:.3f}")
print(f"sampling error of that fraction: {kept_error:.3f}")
print(f"outward runs ending beyond next site: {far_share:.3f}")
print(f"escape fraction at friction 3e12 1/s: {kept_mid:.3f}")
print(f"runs beyond next site at 3e12 1/s: {far_mid:.3f}")
print(f"escape fraction at friction 2e13 1/s: {kept_strong:.3f}")
print(f"Kramers factor at friction 2e13 1/s: {kramers:.3f}")
for shift in (-0.05, 0.05):
    changed = arrhenius(barrier + shift*eV, temperature)
    print(f"rate for barrier {0.50+shift:.2f} eV: {changed:.3e} 1/s")
print(f"factor for 0.05 eV barrier change: {np.exp(0.05*eV/kT):.2f}")
for temp in (290.0, 310.0, 400.0):
    print(f"rate at {temp:.0f} K: {arrhenius(barrier, temp):.3e} 1/s")
print("verified")
```

Running it gives:

```
barrier: 0.50 eV
total prefactor: 1.0e+13 1/s
temperature: 300 K
hop length: 0.25 nm
Boltzmann constant: 8.617333e-05 eV/K
thermal energy kT: 0.025852 eV
barrier / kT: 19.3409
Boltzmann factor: 3.9845e-09
hop rate, all directions: 3.9845e+04 1/s
hop rate, one direction: 9.9612e+03 1/s
total rate if prefactor is per direction: 1.5938e+05 1/s
mean wait between hops: 25.10 microseconds
standard deviation of hops in 1 s: 199.6
diffusion coefficient: 6.226e-12 cm2/s
rms displacement in 1 s: 49.9 nm
frequency in one direction: 2.50e+12 1/s
mass implied by cosine model: 61.8 u
rough copper mass: 63.5 u
total prefactor for copper mass: 9.861e+12 1/s
integrated classical flux rate: 3.9303e+04 1/s
integrated flux / harmonic rate: 0.9864
same ratio at 150 K: 0.9934
barrier from temperature slope: 0.4996 eV
vibration quantum: 10.34 meV
zero-point factor of well: 1.0067
tunnelling factor: 1.0067
combined quantum factor: 1.0134
assumed friction rate: 1.0e+12 1/s
escape fraction with friction: 0.838
sampling error of that fraction: 0.003
outward runs ending beyond next site: 0.118
escape fraction at friction 3e12 1/s: 0.900
runs beyond next site at 3e12 1/s: 0.007
escape fraction at friction 2e13 1/s: 0.542
Kramers factor at friction 2e13 1/s: 0.549
rate for barrier 0.45 eV: 2.756e+05 1/s
rate for barrier 0.55 eV: 5.760e+03 1/s
factor for 0.05 eV barrier change: 6.92
rate at 290 K: 2.045e+04 1/s
rate at 310 K: 7.436e+04 1/s
rate at 400 K: 5.015e+06 1/s
verified
```
